# Why a monolayer's dielectric function rises, peaks and returns to unity

**Question.** An insulating monolayer screens a slowly varying potential with a dielectric function that grows linearly with wavevector, $\varepsilon_K(q)=1+r_0q$, the Keldysh form. Why does the growth stop in a real layer, why does $\varepsilon(q)$ then fall back towards one, and what does this do to the interaction of two charges at atomic distances?

**Answer.**

## The mechanism

Apply a static potential that varies along the layer as $e^{iqx}$. Three things decide how strongly it is screened.

At long wavelength the electrons respond to the field, which is proportional to $q$ times the potential. Bound charge appears where the polarization varies, which brings a second factor $q$. The bound charge thus grows as $q^2$. In a bulk solid the Coulomb factor $4\pi/q^2$ cancels this and leaves a constant. The potential of a charged sheet carries only $2\pi/q$, because its field lines spread into the space outside. One power of $q$ survives.

When $1/q$ becomes comparable with the layer's thickness, charges at different heights stop acting on each other fully. The coupling passes from $2\pi/q$ towards the bulk law $1/q^2$, and the linear rise bends over into a plateau. Thickness by itself does no more than this.

The return to unity has another cause. When $1/q$ becomes comparable with the size of an orbital, the potential changes sign within the orbital. To follow it, the electron must acquire structure on the scale $1/q$, at a kinetic energy cost of about $q^2/2$ in atomic units. The bound charge then falls instead of growing, and the potential passes through almost unscreened.

## The dielectric function of a layer

Atomic units are used in the algebra. Let $n$ be the number of electrons per area and $\rho(z)$ their normalized height profile. Four assumptions are made: the electrons polarize independently in the total electrostatic potential (the random-phase approximation); the height profile is frozen; lateral Fourier components other than $q$ are dropped; and the layer stands in vacuum. The last section relaxes several of these.

Let the external potential energy of an electron be $V_{\rm ext}e^{iqx}$, independent of height, and let $\bar V$ be the total amplitude averaged over $\rho$. We define $\varepsilon=V_{\rm ext}/\bar V$. With $R(q)>0$ the response per electron, the induced number density per area has amplitude $-nR\bar V$; the sign says that electrons leave regions of high energy.

A sheet of unit amplitude at height $z'$ produces a potential $\varphi$ with $(-\partial_z^2+q^2)\varphi=4\pi\delta(z-z')$. Away from the sheet $\varphi=Ae^{-q|z-z'|}$. Its slope drops by $2qA$ across the sheet, which must equal $4\pi$, so $A=2\pi/q$. Averaging over source and receiving heights gives

$$v(q)=\frac{2\pi}{q}F(q),\qquad F(q)=\iint\rho(z)\rho(z')e^{-q|z-z'|}\,dz\,dz' .$$

Self-consistency reads $\bar V=V_{\rm ext}-v\,nR\,\bar V$, hence

$$\varepsilon(q)=1+\frac{2\pi n}{q}F(q)R(q).\tag{1}$$

## Small wavevector

First-order perturbation theory mixes excited states $m$ into the ground state with amplitude $-\langle m|V|0\rangle/(E_m-E_0)$. The density changes through this admixture and through its conjugate. The two contributions are equal by time reversal, after averaging over the occupied states, so

$$R(q)=2\sum_{m\neq0}\frac{|\langle m|e^{iqx}|0\rangle|^2}{E_m-E_0}.\tag{2}$$

In a filled band this is averaged over crystal momentum, and the sum runs over empty bands.

For small $q$, $e^{iqx}\approx1+iqx$. The constant term connects no two different states, since they are orthogonal. From $[x,H]=ip$ follows $|\langle m|x|0\rangle|=|\langle m|p|0\rangle|/(E_m-E_0)$. Therefore

$$R\to\alpha q^2,\qquad \alpha=2\sum_{m\ne0}\frac{|\langle m|p|0\rangle|^2}{(E_m-E_0)^3}.$$

The gap keeps $\alpha$ finite. The next term of $R$ is of order $q^4$, because $R$ is even in $q$. The form factor, however, has a linear term: $F=1-\ell q+\dots$, where $\ell=\langle|z-z'|\rangle$ is the mean height separation of two electrons. Inserting both in (1),

$$\varepsilon=1+r_0q-r_0\ell q^2+O(q^3),\qquad r_0=2\pi n\alpha.\tag{3}$$

The first departure from the Keldysh line thus comes from thickness; the finite orbital size enters one order later.

## Large wavevector

The factor $e^{iqx}$ shifts momentum by $q$: $e^{-iqx}He^{iqx}=H+qp+q^2/2$. Write $h=H-E_0$ and $D=q^2/2$. For smooth orbitals the overlap of $e^{iqx}|0\rangle$ with the occupied states is negligible at large $q$, so (2) becomes

$$R\simeq2\langle0|(D+h+qp)^{-1}|0\rangle
=\frac2D\left[1-\frac{\langle h+qp\rangle}{D}+\frac{\langle(h+qp)^2\rangle}{D^2}-\dots\right].$$

Since $h|0\rangle=0$ and the mean momentum vanishes, the second term is zero and the third contains $q^2\langle p^2\rangle$. With $D=q^2/2$,

$$R=\frac4{q^2}\left[1+\frac{4\langle p^2\rangle}{q^2}+O(q^{-4})\right].\tag{4}$$

The leading term contains no gap and no binding force: each electron responds as if it were free and had to take up the recoil energy $q^2/2$.

As $F\le1$, (1) and (4) give $\varepsilon\to1$. So $\varepsilon-1$ is positive, continuous, and vanishes at both ends of the $q$ axis. It must have a maximum in between.

These limits need no isolated orbitals. They were tested on a filled Bloch band: a square crystal of lattice constant 3.175 Å with two electrons per cell, a potential $-V(\cos Gx+\cos Gy)$ with $V=10.88$ eV, and a gap just under 10 eV. At $q=11.34$ Å$^{-1}$ the band sum gives $Rq^2/4=1.0294$, while the bracket in (4), cut after its second term, gives 1.0273. Treated as a sheet of zero thickness, this crystal has a peak of 1.71 near 1.5 Å$^{-1}$.

## A model that can be solved

Bind each electron laterally by a harmonic force of frequency $\omega$. With $x=(a+a^\dagger)/\sqrt{2\omega}$ and $s=q^2/(2\omega)$, the operator $e^{iqx}$ turns the ground state into a coherent state:

$$e^{iqx}|0\rangle=e^{-s/2}e^{i\sqrt s\,a^\dagger}|0\rangle,\qquad
|\langle k|e^{iqx}|0\rangle|^2=e^{-s}\frac{s^k}{k!}.$$

Level $k$ lies $k\omega$ above the ground state, so (2) gives

$$R(q)=\frac2\omega e^{-s}\sum_{k\ge1}\frac{s^k}{k\,k!}.\tag{5}$$

For small $s$ the first term leaves $2s/\omega=q^2/\omega^2$, so $\alpha=1/\omega^2$. At large $q$, (4) applies with $\langle p^2\rangle=\omega/2$.

Let the height profile be a Gaussian of standard deviation $\sigma$. The separation $u=z-z'$ has variance $2\sigma^2$, and

$$F=\frac{2}{\sqrt{4\pi}\,\sigma}\int_0^\infty e^{-qu-u^2/4\sigma^2}du
=\frac2{\sqrt\pi}\int_0^\infty e^{-t^2-2q\sigma t}dt
=e^{q^2\sigma^2}\operatorname{erfc}(q\sigma).$$

The second form uses $u=2\sigma t$, the third completes the square. Expansion gives $\ell=2\sigma/\sqrt\pi$.

It helps to write

$$\varepsilon-1=r_0q\;F(q)\;g(q),\qquad g=\frac{R}{\alpha q^2}=e^{-s}\sum_{k\ge1}\frac{s^{k-1}}{k\,k!}.$$

Dropping the factor $1/k$ shows $g\le(1-e^{-s})/s\le1$. Both corrections reduce screening, and in this model $\varepsilon<\varepsilon_K$ at every $q>0$.

The two causes can now be separated, with $r_0$ held fixed.

*Thickness alone* ($g=1$). Substituting $t=w/q$,

$$qF=\frac2{\sqrt\pi}\int_0^\infty e^{-w^2/q^2-2\sigma w}dw .$$

This grows steadily with $q$ and tends to $1/(\sqrt\pi\,\sigma)$. Hence $\varepsilon$ rises to the plateau $1+r_0/(\sqrt\pi\,\sigma)$ and never turns down. A slab with a local dielectric constant also rises steadily to a plateau, though the height of the plateau depends on how the response is distributed across the layer.

*Orbital size alone* ($F=1$). Now $\varepsilon$ peaks and returns to one, with $\varepsilon-1\to(2\pi n/q)(4/q^2)=8\pi n/q^3$.

*Both.* The extra factor $1/(\sqrt\pi\,\sigma q)$ gives $\varepsilon-1\to8\sqrt\pi\,n/(\sigma q^4)$.

## Numbers for a dichalcogenide-like layer

Take round values in the regime of a semiconducting dichalcogenide monolayer such as MoS$_2$, all of them rough: lattice constant 3.2 Å, 18 valence electrons per cell, $r_0=40$ Å (4 nm) and $\sigma=1.5$ Å. The hexagonal cell has area $\tfrac{\sqrt3}2(3.2)^2=8.87$ Å$^2$, so $n=18/8.87=2.03$ Å$^{-2}$. Then $\omega=\sqrt{2\pi n/r_0}$, converted from atomic units, is 5.9 eV. This is a mean excitation energy that represents all valence electrons, not the optical gap. The lateral orbital width is $1/\sqrt{2\omega}=0.80$ Å.

| $q$ (Å$^{-1}$) | $\varepsilon$ | Keldysh | thickness alone | orbital size alone |
|---|---|---|---|---|
| 0.05 | 2.84 | 3.00 | 2.84 | 3.00 |
| 0.2 | 6.76 | 9.00 | 6.88 | 8.85 |
| 0.5 | 9.99 | 21.0 | 11.1 | 18.7 |
| 1 | 9.02 | 41.0 | 13.9 | 25.9 |
| 2 | 3.51 | 81.0 | 15.3 | 15.0 |
| 4 | 1.16 | 161 | 15.8 | 2.70 |

The peak is $\varepsilon=10.2$ at $q=0.63$ Å$^{-1}$ (6.3 nm$^{-1}$). There $r_0q=25.3$, $F=0.442$ and $g=0.826$, so

$$\varepsilon=1+25.3\times0.442\times0.826=10.2 .$$

At the peak, thickness has removed more screening than orbital size has. Yet thickness alone would let $\varepsilon$ climb on to 16; the decline of $g$ turns the curve down. Orbital size alone would put the peak at 26, near 1.04 Å$^{-1}$.

The Keldysh value is 10% too large, relative to $\varepsilon$, at $q=0.077$ Å$^{-1}$ and twice $\varepsilon$ at 0.47 Å$^{-1}$. The second wavevector is still below the peak: the Keldysh form fails well before the real curve turns.

## From wavevector to distance

Give each of two charges the layer's height profile and the lateral Gaussian density of an orbital. Each density has the lateral transform $e^{-q^2/4\omega}$, and the product of two is $e^{-s}$. In the two-dimensional Fourier integral of $v(q)e^{-s}/\varepsilon$, the integral over angle gives $2\pi J_0(qr)$. The factors $2\pi$ and $q$ cancel, leaving for like charges

$$W(r)=\int_0^\infty J_0(qr)\,\frac{F(q)\,e^{-s}}{\varepsilon(q)}\,dq.\tag{6}$$

Replacing $\varepsilon$ by $1+r_0q$, with the charges unchanged, gives $W_K$ and isolates the error of the Keldysh dielectric function. Setting $\varepsilon=1$ gives the bare interaction. At $r=0$, $J_0=1$ and the integrand is larger for the smaller $\varepsilon$ at every $q$, so $W(0)>W_K(0)$.

| $r$ (Å) | bare (eV) | $W$ (eV) | $W_K$ (eV) | bare$/W$ | bare$/W_K$ |
|---|---|---|---|---|---|
| 0 | 7.94 | 1.42 | 0.98 | 5.6 | 8.1 |
| 3.2 | 4.03 | 0.95 | 0.84 | 4.2 | 4.8 |
| 10 | 1.42 | 0.603 | 0.581 | 2.35 | 2.44 |
| 20 | 0.72 | 0.419 | 0.414 | 1.71 | 1.73 |

For two charges in the same orbital, the Keldysh function overestimates the screening ratio by 45%. At one lattice constant the excess is 14%, and at 10 Å it is 4%. The Keldysh form can therefore serve for a pair of charges 1 nm apart and still fail for an on-site repulsion.

A strictly planar calculation also sets $F=1$ in the charges themselves. It then gives a bare on-site energy of 15.9 eV and a screened one of 1.32 eV, only 8% below 1.42 eV. The agreement is a partial cancellation: the bare repulsion is twice too large, and the screening ratio, $15.9/1.32\approx12$, is also about twice too large.

The overestimate does not extend to all distances. At small $q$, (3) makes the integrand of $W-W_K$ equal to $r_0\ell q^2J_0(qr)$. Start from $\int_0^\infty J_0(qr)e^{-\eta q}dq=(r^2+\eta^2)^{-1/2}$; two derivatives with respect to $\eta$, followed by $\eta\to0$, turn the left side into the integral of $q^2J_0$ and the right side into $-1/r^3$. Hence

$$W-W_K\to-\frac{r_0\ell}{r^3}\qquad(r\gg r_0),$$

and far away the Keldysh form slightly underestimates screening. In a scan in steps of 1 Å the sign first reverses at 56 Å, where both curves are already close. The limiting law is approached slowly: the difference reaches half of it at 200 Å and 94% at 800 Å.

## What the model leaves out

**Response at each height.** In reality electrons at different heights can respond to their local potential. Let $K$ be the operator with kernel $r_0qg\,e^{-q|z-z'|}$, acting with weight $\rho$. The mean potential for $V_{\rm ext}=1$ is then $\langle(1+K)^{-1}\rangle$. Because $K$ is positive and $1/(1+K)$ is convex, this is at least $1/(1+\langle K\rangle)$, the frozen-profile value. A larger mean potential means a smaller $\varepsilon$. Solving Poisson's equation through the layer gives a peak of 8.6 instead of 10.2.

**Perpendicular polarization.** For $V_{\rm ext}=1$ the induced potential $u$ obeys $Lu=-c\rho$, with $c=2r_0gq^2$ and

$$L=-\partial_z\epsilon_z\partial_z+q^2(1+2r_0g\rho).$$

Its mean is $-c\langle\rho|L^{-1}|\rho\rangle$. Polarizability along $z$ raises $\epsilon_z$, hence $L$, and so weakens the induced potential. If it is as strong as the in-plane one, the peak drops further, to 7.7 near 0.6 Å$^{-1}$.

This polarization also matters at small $q$. The induced field across the layer is of order $q^2$; its square, divided by $c\propto q^2$, changes $\varepsilon$ at order $q^2$, just as thickness does in (3). The length multiplying $-r_0q^2$ grows from 1.7 to 3.7 Å, and the Keldysh value is 10% too large already at 0.045 Å$^{-1}$ instead of 0.077. For the interaction of two charges, (6) must be adapted, because each charge is now a source inside the polarizable layer. The factor $F/\varepsilon$ becomes $2q\langle\rho|L^{-1}|\rho\rangle=(1-1/\varepsilon)/(r_0qg)$, which equals $F/\varepsilon$ for the frozen profile and decreases when $\varepsilon$ does. With it the on-site interaction changes little, from 1.42 to 1.38 eV, but at 20 Å $W$ is already slightly below $W_K$.

**Lateral local fields.** Electrons sit on atoms, so a smooth potential also induces components at $q+G$, with $G$ a reciprocal lattice vector. The dielectric function becomes $1/[A^{-1}]_{00}$, where $A$ is the symmetrized dielectric matrix. Eliminating the other components gives $A_{00}-b^\dagger B^{-1}b$, where $b$ couples them to the smooth one and $B>0$ is their own block. This cannot exceed $A_{00}$, the value in (1). With 6 and 12 electrons on the two sites of a honeycomb cell, $\varepsilon$ at $q=0.63$ Å$^{-1}$ falls from 10.2 to 8.7. The initial slope falls too, by a factor 0.81, so a fair comparison refits the Keldysh line: $1+0.81\times25.3=21.5$, still 2.5 times 8.7. Local fields also change the on-site interaction: with the full matrix it rises from 1.42 eV to roughly 1.6 eV on the 6-electron site and 1.7 eV on the 12-electron site, against 1.13 eV for the refitted Keldysh line. The Keldysh form still fails on site, but the value 1.42 eV holds only without local fields.

Within the random-phase approximation each of these effects lowers the curve. They were evaluated separately, apart from perpendicular polarization, which was added to the height-resolved response; their joint effect was not computed. Exchange and correlation corrections were not sized.

**Mobile carriers.** A working channel is not an insulator. For free carriers of density $n_s$ and mass $m$ at inverse temperature $\beta$, the static response is an integral over imaginary time $\tau$ of $\langle e^{-\tau(qp/m+q^2/2m)}\rangle$. The thermal average with $\langle p^2\rangle=m/\beta$, and $\tau=\beta t$, give

$$R_s=n_s\beta\int_0^1e^{-\beta q^2t(1-t)/2m}\,dt ,$$

which adds $vR_s$ to $\varepsilon$ if the carriers share the layer's height profile. Take $n_s=10^{12}$ cm$^{-2}$, 300 K and $m=0.5$ electron masses. With two spins and two valleys, the density divided by the density of states times $k_BT$ is 0.09, so the classical distribution is adequate. At the peak the carriers add 0.004, which is negligible. Below 0.080 Å$^{-1}$ they contribute more than the bound electrons do. For these inputs the range in which the Keldysh form is good to 10% lies within this one, so in such a channel the linear law describes the bound part of the screening, not the total.

**The real setting.** The lattice constant, electron count and screening length chosen here are of the right size for MoS$_2$; the single frequency and the Gaussian profile are simplifications, so the peak is an estimate of order ten, near 0.6 Å$^{-1}$, not a value for the material. It follows the inputs: with $n$ and $\sigma$ unchanged and $\omega$ recomputed from $r_0$, (1) gives a peak of 8.1 for $r_0=30$ Å and 12.3 for $r_0=50$ Å. A layer on a substrate or under an insulator also breaks the assumption of vacuum outside. If a medium of dielectric constant $\kappa$ fills both sides of a thin layer, the slope condition at the sheet becomes $2\kappa qA=4\pi$, so $A=2\pi/(\kappa q)$. By the same self-consistency as before, the layer divides this potential by $1+r_0q/\kappa$, which leaves $2\pi/[q(\kappa+r_0q)]$. Measured against the vacuum potential $2\pi/q$, the long-wave law is therefore $\kappa+r_0q$. For $\kappa=4$ and $q=0.02$ Å$^{-1}$ this is 4.8 instead of 1.8. This formula treats the layer as a sheet without thickness. A real layer displaces the medium from its own volume, which changes the coefficient of $q$ by an amount that depends on the thickness and on the layer's perpendicular polarizability. The formula is therefore an estimate for $q$ much smaller than the inverse thickness and should not be carried to the peak.

Further values are listed in the numerical output.

## Computed results

```
lattice constant 3.2 A; electrons/cell 18
screening length r0 40.0 A = 4.0 nm
height-profile standard deviation 1.50 A
areal electron density 2.030 A^-2
binding energy quantum omega 5.915 eV
orbital standard deviation per axis 0.803 A
mean height separation 1.693 A
same from Poisson curvature 1.677 A
q (1/A) | eps | Keldysh | thickness only | nonlocality only
0.02 | 1.773 | 1.800 | 1.774 | 1.800
0.05 | 2.839 | 3.000 | 2.841 | 2.998
0.10 | 4.387 | 5.000 | 4.404 | 4.981
0.20 | 6.764 | 9.000 | 6.877 | 8.847
0.50 | 9.991 | 21.000 | 11.139 | 18.736
1.00 | 9.019 | 41.000 | 13.863 | 25.936
2.00 | 3.507 | 81.000 | 15.320 | 15.004
4.00 | 1.157 | 161.000 | 15.844 | 2.695
8.00 | 1.009 | 321.000 | 15.993 | 1.193
peak eps 10.233 at q 0.631 1/A = 6.31 1/nm
at peak: Keldysh 26.26, F 0.442, R/(alpha q^2) 0.826
Keldysh eps 10% too large at q 0.0769 1/A
Keldysh eps twice too large at q 0.4672 1/A
thickness-only plateau 16.05
nonlocality-only peak 25.98 at q 1.043 1/A
r (A) | bare (eV) | screened (eV) | Keldysh eps (eV) | bare/W, bare/WK
0.0 | 7.935 | 1.4236 | 0.9797 | 5.57, 8.10
2.0 | 5.597 | 1.1067 | 0.9061 | 5.06, 6.18
3.2 | 4.029 | 0.9494 | 0.8358 | 4.24, 4.82
5.0 | 2.731 | 0.8091 | 0.7454 | 3.38, 3.66
10.0 | 1.418 | 0.6026 | 0.5810 | 2.35, 2.44
20.0 | 0.717 | 0.4191 | 0.4138 | 1.71, 1.73
r=0 strictly planar: bare 15.900 eV, Keldysh 1.3154 eV
first whole-A distance with reversed Keldysh error 56 A
height-resolved in-plane response: peak 8.64 at q 0.54 1/A
with perpendicular polarization: peak 7.73 at q 0.60 1/A
with lateral local fields: eps at original peak q 8.706
local-field factor on (eps-1) at small q 0.811
carriers 1.0e+12 cm^-2, 300 K, mass 0.5 m_e, n/(D kT) 0.093
carrier addition to eps at peak q 0.00425
carriers dominate below q 0.0804 1/A
test crystal: lattice constant 3.175 A, potential amplitude 10.88 eV
test crystal: gap 9.77 eV, peak eps 1.707 at q 1.51 1/A
test crystal: R q^2/4 at q 11.34 1/A is 1.0294; expansion 1.0273
```
